\section*{Fictive temperature and cooling rate for an Arrhenius glass}

\section{Result}

A liquid whose structural relaxation time is
\begin{equation}
\tau(T)=\tau_0\,e^{E/kT}
\label{eq:tau}
\end{equation}
is cooled at the constant rate $q=-dT/dt>0$ until its structure is frozen. Let $T_f$ be the fictive temperature of the resulting glass: the temperature at which the equilibrium liquid would have the frozen structure. Define
\begin{equation}
\theta=\frac{E}{k},\qquad x_f=\frac{\theta}{T_f},\qquad
\Lambda=\frac{\theta}{q\tau_0},\qquad L=\ln\Lambda .
\end{equation}
If structure relaxes as $\varphi(u)=e^{-u^\beta}$ in the reduced time $u$, with $0<\beta\le1$, then for large $L$
\begin{equation}
x_f+2\ln x_f=L+\frac{\gamma}{\beta}-\frac{C}{x_f}+O(x_f^{-2}),
\qquad C=2+\frac{\pi^2}{6\beta^2},
\label{eq:main}
\end{equation}
where $\gamma$ is Euler's constant. Since $L$ contains $-\ln q$, the leading dependence is
\begin{equation}
\frac{1}{T_f}\simeq \text{const}-\frac{k}{E}\ln q .
\label{eq:line}
\end{equation}
The ``constant'' contains $-(2/\theta)\ln x_f$, which drifts slowly with $q$. Equation \eqref{eq:line} is therefore a local straight line whose slope approaches $-k/E$ as $x_f\to\infty$, not an exact line over an unlimited range of rates.

\section{Fictive temperature as an integral}

Take $E$ and $\tau_0$ constant, and let the structural property that defines $T_f$ be linear in temperature at equilibrium. For now $\tau$ depends on $T$ alone. The reduced time $\xi$ is defined by $d\xi=dt/\tau$.

Just after a small temperature step $\Delta T$ the structure has not moved, so $T_f$ lags behind $T$ by $\Delta T$. The lag then decays as $\varphi$. Adding the lags from all earlier steps gives
\begin{equation}
T_f(t)=T(t)-\int_{-\infty}^{t}\varphi\bigl(\xi(t)-\xi(t')\bigr)
\frac{dT}{dt'}\,dt'.
\label{eq:super}
\end{equation}
For $\beta=1$, differentiation of the lag $D=T-T_f$ gives $dD/dt=dT/dt-D/\tau$, which is Tool's equation
\begin{equation}
\frac{dT_f}{dt}=\frac{T-T_f}{\tau}.
\label{eq:tool}
\end{equation}

Let cooling run from equilibrium at $T_i$ to $T_e$. In \eqref{eq:super}, $(dT/dt')\,dt'=dT'$, and reversing the limits changes the sign:
\begin{equation}
T_f=T_e+\int_{T_e}^{T_i}\varphi\bigl(G(T)-G(T_e)\bigr)\,dT,
\qquad
G(T)=\int_0^T\frac{dT'}{q\,\tau(T')} .
\end{equation}
Here $G(T)$ is the reduced time still to be spent below $T$. If $G(T_e)^\beta\ll1$, no appreciable relaxation remains at the end and $T_e$ may be replaced by zero. If $G(T_i)^\beta\gg1$, the liquid forgets its start and $T_i$ may be replaced by infinity. Then
\begin{equation}
T_f=\int_0^\infty\varphi\bigl(G(T)\bigr)\,dT .
\label{eq:integral}
\end{equation}
The integrand is close to one at low $T$, where structure is frozen, and close to zero at high $T$, where it equilibrates. The area under this smooth step is $T_f$.

\section{The remaining reduced time}

Put $y=\theta/T'$, so that $dT'=-\theta\,dy/y^2$, and let $x=\theta/T$. The limits $T'=0$ and $T'=T$ become $y=\infty$ and $y=x$:
\begin{equation}
G=\Lambda\int_x^\infty\frac{e^{-y}}{y^2}\,dy
=\Lambda\,\frac{E_2(x)}{x},\qquad
E_2(x)=\int_1^\infty\frac{e^{-xs}}{s^2}\,ds,
\end{equation}
where the last form follows from $y=xs$. Repeated integration by parts gives, for large $x$,
\begin{equation}
\int_x^\infty\frac{e^{-y}}{y^2}\,dy
=\frac{e^{-x}}{x^2}-2\int_x^\infty\frac{e^{-y}}{y^3}\,dy
=\frac{e^{-x}}{x^2}\left(1-\frac{2}{x}+O(x^{-2})\right).
\end{equation}
Hence
\begin{equation}
\ln G=L-x-2\ln x-\frac{2}{x}+O(x^{-2}).
\label{eq:lnG}
\end{equation}

\section{Averaging over freezing temperatures}

Integrate \eqref{eq:integral} by parts. The boundary term $T\varphi(G)$ vanishes at $T=0$, and at $T=\infty$ because $G$ then grows in proportion to $T$. Using $u=G(T)$ as the variable,
\begin{equation}
T_f=\int_0^\infty T\,[-\varphi'(G)]\,\frac{dG}{dT}\,dT
=\int_0^\infty T(u)\,p(u)\,du,\qquad p(u)=-\varphi'(u).
\end{equation}
The function $p$ is non-negative and has unit area. Thus $T_f$ is the mean of $T(u)$, the temperature at which the remaining reduced time equals $u$, and
\begin{equation}
\frac{1}{x_f}=\left\langle\frac1x\right\rangle .
\label{eq:harmonic}
\end{equation}

For the stretched exponential, $v=u^\beta$ has density $e^{-v}$. Its logarithmic moments follow from
\begin{equation}
\langle e^{s\ln v}\rangle=\Gamma(1+s),\qquad
\ln\Gamma(1+s)=-\gamma s+\frac{\pi^2}{12}s^2+\cdots .
\end{equation}
The coefficient of $s$ is the mean of $\ln v$, and that of $s^2$ is half its variance. Since $\ln u=(\ln v)/\beta$,
\begin{equation}
\langle-\ln u\rangle=\frac{\gamma}{\beta},\qquad
V\equiv\operatorname{var}(\ln u)=\frac{\pi^2}{6\beta^2}.
\end{equation}

Setting $G=u$ in \eqref{eq:lnG} gives
\begin{equation}
x+2\ln x+\frac2x+O(x^{-2})=L-\ln u .
\label{eq:xu}
\end{equation}
Write $x=M+\delta$, with $M=\langle x\rangle$ and $\langle\delta\rangle=0$. A change in $-\ln u$ shifts $x$ by the same amount up to a relative correction of order $1/M$, so $\langle\delta^2\rangle=V+O(1/M)$. Taylor expansion then gives
\begin{align}
\langle\ln x\rangle&=\ln M-\frac{V}{2M^2}+\cdots
=\ln M+O(M^{-2}),\\
\left\langle\frac1x\right\rangle&=\frac1M+\frac{V}{M^3}+O(M^{-4}).
\label{eq:inverse}
\end{align}
These expansions apply to the central part of the distribution. Values of $|\ln u|$ comparable with $L$ have probability falling at least exponentially in $L$, so they do not affect any inverse power retained here.

The average of \eqref{eq:xu} is
\begin{equation}
M+2\ln M+\frac2M=L+\frac\gamma\beta+O(M^{-2}).
\label{eq:M}
\end{equation}
By \eqref{eq:harmonic} and \eqref{eq:inverse}, $x_f=M-V/M+O(M^{-2})$, or
\begin{equation}
M=x_f+\frac{V}{x_f}+O(x_f^{-2}),\qquad
\ln M=\ln x_f+O(x_f^{-2}).
\end{equation}
Substitution in \eqref{eq:M} gives
\begin{equation}
x_f+2\ln x_f+\frac{2+V}{x_f}=L+\frac\gamma\beta+O(x_f^{-2}),
\end{equation}
which is \eqref{eq:main}. The 2 in $C$ comes from the temperature integral of the Arrhenius rate; $V$ comes from the spread of freezing temperatures. Values of $C$ extracted from the integral \eqref{eq:integral} at large $L$ are 3.644 for $\beta=1$ and 8.575 for $\beta=1/2$, against 3.645 and 8.580 from the formula.

\section{Slope and freezing condition}

The remainder in \eqref{eq:main} is a series in inverse powers of $x_f$, generated by the same Taylor expansions, and can be differentiated term by term:
\begin{equation}
\frac{dL}{dx_f}=1+\frac2{x_f}-\frac{C}{x_f^2}+O(x_f^{-3}).
\end{equation}
At fixed $\tau_0$ and $E$, $dL=-d\ln q$, while $d(1/T_f)=dx_f/\theta$. The apparent activation energy read from a plot of $\ln q$ against $1/T_f$ is therefore
\begin{equation}
E_{\rm app}\equiv-k\frac{d\ln q}{d(1/T_f)}
=E\frac{dL}{dx_f}
=E+2kT_f-C\frac{(kT_f)^2}{E}+\cdots .
\label{eq:Eapp}
\end{equation}
This is the sense in which the linear law is a leading-order law: the relative correction to its slope is of order $kT_f/E$.

The correction $2kT_f$ has a direct origin. Exponentiate \eqref{eq:main} and use $\tau(T_f)=\tau_0e^{x_f}$:
\begin{equation}
q\,\tau(T_f)\,\frac{E}{kT_f^2}
=\frac{x_f^2e^{x_f}}{\Lambda}
=e^{\gamma/\beta}\left[1-\frac{C}{x_f}+O(x_f^{-2})\right].
\label{eq:freeze}
\end{equation}
The temperature interval $kT_f^2/E$ is the one over which $\tau$ changes by about a factor $e$. For large $x_f$, the cooling during one relaxation time at $T_f$ is $e^{\gamma/\beta}$ times this interval: 1.8 times for $\beta=1$, 3.2 times for $\beta=1/2$, and more for stronger stretching. Because the interval grows as $T_f^2$, the relaxation time at freezing is not strictly proportional to $1/q$, and this produces the extra $2kT_f$.

If $C/x_f$ is dropped from \eqref{eq:main}, the equation can be solved. With $A=L+\gamma/\beta$, exponentiating half of $x_f+2\ln x_f=A$ gives $(x_f/2)e^{x_f/2}=\tfrac12e^{A/2}$, so
\begin{equation}
x_f\simeq2W\!\left(\tfrac12\sqrt{\Lambda e^{\gamma/\beta}}\right),
\label{eq:lambert}
\end{equation}
where $W$ is the Lambert function, defined by $We^W=z$.

\section{When relaxation also depends on structure}

In a glass the relaxation time may depend on the structure as well as on $T$. Consider Tool's equation \eqref{eq:tool} with
\begin{equation}
\tau=\tau_0\exp\left[\frac{a\theta}{T}+\frac{(1-a)\theta}{T_f}\right],
\qquad0<a\le1.
\end{equation}
At equilibrium $T_f=T$, and the Arrhenius law \eqref{eq:tau} is recovered. Define a reference temperature $T^*$ and $x^*=\theta/T^*$ by
\begin{equation}
q\tau_0e^{x^*}=\frac{T^{*2}}{\theta}
\quad\Longleftrightarrow\quad x^*+2\ln x^*=L .
\end{equation}
Set $T=T^*(1+s/x^*)$ and $T_f=T^*(1+f/x^*)$. Since $dT=-q\,dt$, Tool's equation reads $dT_f/dT=(T_f-T)/(q\tau)$. Using $T^*/x^*=T^{*2}/\theta=q\tau_0e^{x^*}$,
\begin{equation}
\frac{df}{ds}=(f-s)\frac{\tau_0e^{x^*}}{\tau}
=(f-s)\exp\left[\frac{as}{1+s/x^*}+\frac{(1-a)f}{1+f/x^*}\right].
\end{equation}
The exponent follows from $x^*-x^*/(1+s/x^*)=s/(1+s/x^*)$ and the same identity for $f$. As $x^*\to\infty$,
\begin{equation}
\frac{df}{ds}=(f-s)e^{as+(1-a)f},\qquad f-s\to0
\ \text{ as }\ s\to+\infty .
\end{equation}
The cooling rate has disappeared. On cooling, $s\to-\infty$, the right-hand side decays as $|s|e^{as}$ and $f$ freezes at a number $f_\infty(a)$. Therefore
\begin{equation}
\frac{\theta}{T_f}=\frac{x^*}{1+f/x^*}
=x^*-f_\infty(a)+O(1/x^*).
\end{equation}
Structure dependence changes the intercept, while the leading slope remains $-k/E$.

For $a=1$, comparison with \eqref{eq:main} at $\beta=1$ requires $f_\infty=-\gamma$; numerical integration gives $-0.577216$. For $a=1/2$ it gives $-1.754$. At $x^*=50$, 100 and 200 the distance of $x_f-x^*$ from its limit is 0.217, 0.116 and 0.060, close to the expected halving. The sign of the shift is also clear: during cooling $T_f>T$, so for $a<1$ the relaxation time is shorter than $\tau(T)$. Relaxation continues further and $T_f$ ends lower.

\section{Worked example}

Choose the model parameters $E=2$ eV and $\tau_0=10^{-13}$ s, with cooling from 6000 K. They represent no particular material. Then $\theta=23209$ K, and at $q=10$ K/s
\begin{equation}
L=\ln\frac{23209}{10\times10^{-13}}=37.683 .
\end{equation}
For $\beta=1$ the integral \eqref{eq:integral} gives $x_f=31.269$, hence $T_f=23209/31.269=742.2$ K. As a check of \eqref{eq:main},
\begin{equation}
31.269+2\ln31.269+\frac{3.645}{31.269}=38.271,
\qquad L+\gamma=38.261 .
\end{equation}
The difference, 0.010, has the size of a term of order $10/x_f^2$. Direct step-by-step cooling of a Tool mode also gives 742.2 K. The Lambert formula \eqref{eq:lambert} gives 739.9 K, which is 0.3\% below the integral.

The fictive temperatures from the integral are:

\begin{center}
\begin{tabular}{ccc}
$q$ (K/s) & $T_f$ (K), $\beta=1$ & $T_f$ (K), $\beta=1/2$\\
$0.1$ & 651.5 & 643.6\\
$1$ & 694.0 & 685.2\\
$10$ & 742.2 & 732.4\\
$100$ & 797.5 & 786.4\\
$1000$ & 861.3 & 848.7\\
$10^{12}$ & 2778 & 2719
\end{tabular}
\end{center}

Between 1 and 100 K/s, for $\beta=1$, $x_f$ falls from 33.443 to 29.102. The apparent energy over this interval is
\begin{equation}
E_{\rm app}=2\ \text{eV}\times\frac{\ln100}{33.443-29.102}=2.122\ \text{eV}.
\end{equation}
Equation \eqref{eq:Eapp} gives 2.128 eV with the $2kT_f$ term and 2.120 eV when the $C$ term is included. Identifying the measured slope with $E$ would thus overestimate $E$ by 6\%. With $a=1/2$ the fictive temperature at 10 K/s drops to 719.6 K, but the apparent energy is still close, 2.1115 eV.

At 10 K/s the relaxation time at $T_f$ is 3.80 s for $\beta=1$. The sample cools by 38.0 K in that time, while $kT_f^2/E=742.2^2/23209=23.7$ K. Their ratio is 1.60. The limiting value in \eqref{eq:freeze} is $e^\gamma=1.78$, so the finite-$x_f$ correction is visible here.

\section{From slow cooling to simulated quenching}

Amorphous structure models made by simulated melt-quenching can involve rates near $10^{12}$ K/s. Extending the leading-order line from 10 K/s to this rate changes $\ln q$ by $\ln10^{11}=25.33$:
\begin{equation}
x_f\approx31.27-25.33=5.94,\qquad T_f\approx3907\ \text{K}.
\end{equation}
The integral gives 2778 K, so the extrapolation is 41\% too high relative to it. Using the local slope, with $E_{\rm app}=2.122$ eV, gives 3139 K, still 13\% too high. The reason is contained in \eqref{eq:Eapp}: as $T_f$ rises, so does $E_{\rm app}$ over this range, and $x_f$ falls more slowly with $\ln q$ than either line assumes. The Lambert formula, which keeps the logarithm, gives 2691.5 K, or 3\% too low.

This comparison isolates the curvature that arises even with a strictly constant $E$. The sign of the error is not general. The model has steepness $d\log_{10}\tau/d\ln(1/T)=x_f/\ln10\approx13.6$ at 742 K, lower than in typical glass formers, whose apparent $E$ falls as $T$ rises. For $\tau=\tau_0e^{B/(T-T_0)}$ the results above hold with $T$ replaced by $T-T_0$ and $\theta$ by $B$. Taking $T_0=0.3\times742$ K and $B=0.7\,\theta$ (steepness about 19), the integral gives 2238 K at $10^{12}$ K/s for $\beta=1$, and the local-slope line is 27\% too low instead of too high. For a real liquid the temperature dependence of $E$ can therefore outweigh and reverse the curvature found here.

The bracket in \eqref{eq:freeze} is a small correction only if $C/x_f\ll1$; the relative error in $T_f$ from \eqref{eq:main} is smaller, but it also grows as $x_f$ falls or $C$ rises. Since $C$ contains $\pi^2/(6\beta^2)$, strong stretching demands a larger $x_f$. At $10^{12}$ K/s and $\beta=1/2$, $C/x_f=8.58/8.54\approx1$, so the first-order form of \eqref{eq:freeze} fails, while \eqref{eq:main} with its $C$ term gives $T_f$ about 3.5\% too high and the Lambert formula about 6\% too low. The integral \eqref{eq:integral} remains usable there, provided the melt starts in equilibrium and ends frozen. The full set of values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
activation energy E = 2.00 eV
tau0 = 1.0e-13 s
theta = E/k = 23209.0 K
start temperature = 6000 K
beta = 1.0: C formula 3.6449, C extracted 3.6442
 q=1.0e-01 K/s: L=42.288, x_f=35.625, Tf=651.5 K, Lambert Tf=649.8 K
 q=1.0e+00 K/s: L=39.986, x_f=33.443, Tf=694.0 K, Lambert Tf=692.0 K
 q=1.0e+01 K/s: L=37.683, x_f=31.269, Tf=742.2 K, Lambert Tf=739.9 K
 q=1.0e+02 K/s: L=35.381, x_f=29.102, Tf=797.5 K, Lambert Tf=794.6 K
 q=1.0e+03 K/s: L=33.078, x_f=26.946, Tf=861.3 K, Lambert Tf=857.7 K
 q=1.0e+12 K/s: L=12.355, x_f=8.355, Tf=2778.0 K, Lambert Tf=2691.5 K
beta = 0.5: C formula 8.5797, C extracted 8.5752
 q=1.0e-01 K/s: L=42.288, x_f=36.062, Tf=643.6 K, Lambert Tf=640.0 K
 q=1.0e+00 K/s: L=39.986, x_f=33.872, Tf=685.2 K, Lambert Tf=681.0 K
 q=1.0e+01 K/s: L=37.683, x_f=31.689, Tf=732.4 K, Lambert Tf=727.3 K
 q=1.0e+02 K/s: L=35.381, x_f=29.514, Tf=786.4 K, Lambert Tf=780.1 K
 q=1.0e+03 K/s: L=33.078, x_f=27.346, Tf=848.7 K, Lambert Tf=841.0 K
 q=1.0e+12 K/s: L=12.355, x_f=8.536, Tf=2718.9 K, Lambert Tf=2552.1 K
beta=1.0, 1 to 100 K/s: E_app = 2.1218 eV
  E+2kTf = 2.1279 eV; with C term = 2.1205 eV
  q tau(Tf) E/(k Tf^2) at 10 K/s = 1.6010; limit exp(gamma/beta) = 1.7811
  tau(Tf) at 10 K/s = 3.800 s
beta=0.5, 1 to 100 K/s: E_app = 2.1132 eV
  E+2kTf = 2.1262 eV; with C term = 2.1091 eV
  q tau(Tf) E/(k Tf^2) at 10 K/s = 2.5040; limit exp(gamma/beta) = 3.1722
  tau(Tf) at 10 K/s = 5.787 s
at 1e12 K/s, beta=1: integral Tf = 2778.0 K
  line with slope -k/E: Tf = 3907.1 K
  line with local slope -k/E_app: Tf = 3138.7 K
direct cooling at 10 K/s: Tf = 742.244 K (beta=1), 732.395 K (beta=0.5)
integral at 10 K/s: Tf = 742.244 K (beta=1), 732.395 K (beta=0.5)
frozen f, a=1: -0.577216; -gamma = -0.577216
frozen f, a=0.5: -1.753865
  a=0.5, x*=50: x_f-x* = 1.53661, distance from limit = 0.21726
  a=0.5, x*=100: x_f-x* = 1.63786, distance from limit = 0.11600
  a=0.5, x*=200: x_f-x* = 1.69374, distance from limit = 0.06013
a=0.5 at 10 K/s: Tf = 719.6 K
a=0.5, 1 to 100 K/s: E_app = 2.1115 eV
\end{verbatim}
